\section*{Charge pumping by the chiral Landau level of Weyl nodes, part 2}

Two bands touch at a Weyl node. Parallel electric and magnetic fields change the number of electrons at the node, but the single-node model has no bottom and cannot say where they come from. Electrons have charge $-e$ with $e>0$ and do not interact; scattering has been left out so far. Formulas are in SI units. With the wave vector $\mathbf k$ and the energy measured from the node,
\begin{equation}
\hbar\mathbf k\to\boldsymbol\Pi=\mathbf p+e\mathbf A,\qquad \mathbf p=-i\hbar\nabla,\qquad H=\chi v\,\boldsymbol\sigma\cdot\boldsymbol\Pi .
\end{equation}
Here $\chi=\pm1$ is the chirality, $v>0$ the velocity, and the Pauli matrices $\boldsymbol\sigma$ act on two band components, up and down.

Let $\mathbf B=B\hat{\mathbf z}$ with $B>0$, so that $[\Pi_x,\Pi_y]=-i\hbar eB$. In the gauge $\mathbf A=(0,Bx,0)$, with plane waves $e^{ik_yy}$ and $\ell=\sqrt{\hbar/(eB)}$, states are centred at $x_c=-k_y\ell^2$. For a sample of length $L_y$, periodic along $y$, the centres are spaced by $2\pi\ell^2/L_y$. This gives $eB/(2\pi\hbar)=eB/h$ channels per area.

One unpaired state, with component down, forms the chiral level $\varepsilon_0=-\chi\hbar vk_z$. The other levels are
\begin{equation}
\varepsilon_{n,\pm}=\pm\sqrt{(\hbar vk_z)^2+n\varepsilon_B^2},\qquad n\ge1 ,
\end{equation}
with $\varepsilon_B=v\sqrt{2\hbar eB}$. For $B<0$ the unpaired state has component up and energy $+\chi\hbar vk_z$. The spectrum was checked by diagonalizing $H$ in 120 oscillator functions of length $0.8\,\ell$, with the states at the cut-off removed.

A field $E$ along $z$ gives $dk_z/dt=-eE/\hbar$. Let $\delta n_\chi$ be the density of electrons above the initial Fermi level $\mu$ minus the density of empty states below it. It changes at the rate $\chi R$, and the node's charge density at $-e\chi R$, with
\begin{equation}
R=\frac{e^2EB}{4\pi^2\hbar^2}.
\end{equation}
This also holds for a signed $B$. The levels $n\ge1$ add nothing to the net rate. The field mixes the upper level $n=1$ into its lower partner with amplitude ratio $E/(8vB)$ at $k_z=0$, which leaves $\delta n_\chi$ unchanged.

Q: So far $\mathbf E$ was parallel to $\mathbf B$. You would like to write $\mathbf E\cdot\mathbf B$, but a transverse field tilts the levels. Why should it drop out?

A: Add $E_x$ as a static potential energy $+eE_xx$, which gives the force $-eE_x$. With $\xi=(x+k_y\ell^2)/\ell$ this energy is $eE_x\ell\xi-\hbar k_yE_x/B$. Set the second term aside, measure energies in $\hbar v/\ell$, and define $\kappa=k_z\ell$ and $\beta=E_x/(vB)$. The rest of the Hamiltonian is
\begin{equation}
\chi\left(-i\sigma_x\partial_\xi+\sigma_y\xi+\sigma_z\kappa\right)+\beta\xi .
\end{equation}
Try $e^{-s(\xi-\xi_0)^2/2}u$ with a constant two-component $u=(u_1,u_2)$ and $s>0$. The derivative $-i\partial_\xi$ becomes the factor $is(\xi-\xi_0)$. Terms with and without $\xi$ must balance separately, where $\eta$ is the energy:
\begin{align}
\chi(is\sigma_x+\sigma_y)u&=-\beta u,\\
\chi(-is\xi_0\sigma_x+\kappa\sigma_z)u&=\eta u .
\end{align}
The matrix in the first line squares to $1-s^2$, so $s=\sqrt{1-\beta^2}$. Its second row reads $i\chi(1+s)u_1=-\beta u_2$, hence $u_1/u_2=i\chi\beta/(1+s)$. For $\beta\ne0$ the two rows of the second line then give
\begin{equation}
\eta=\chi\kappa-\frac{s\xi_0(1+s)}{\beta},\qquad
\eta=-\chi\kappa+\frac{s\xi_0\beta}{1+s}.
\end{equation}
Because $\beta^2=(1-s)(1+s)$, we may write $\beta/(1+s)=(1-s)/\beta$. Equating the two expressions gives $2\chi\kappa=2s\xi_0/\beta$, so $\xi_0=\chi\kappa\beta/s$. Put into the second,
\begin{equation}
\eta=-\chi\kappa+\chi\kappa(1-s)=-\chi s\kappa .
\end{equation}
In ordinary units the chiral energy is
\begin{equation}
\varepsilon_0=-\chi\hbar v\sqrt{1-\beta^2}\,k_z-\frac{\hbar k_yE_x}{B}.
\end{equation}
At $\beta=0.4$ and $\kappa=0.5$ this predicts $\eta=\mp0.458258$ for $\chi=\pm1$. Diagonalization in the oscillator basis described earlier gave these values, with no other level of magnitude below $1$.

The transverse field thus lowers the speed along $\mathbf B$, which does not enter $R$. At fixed $k_z$ it moves all centres by the same amount, so the density of channels is unchanged. The last term is the potential energy at the position $-k_y\ell^2$, and the local Fermi level follows it. Finally, $dk_z/dt$ contains $E_z$ alone. A field along $y$ is covered by rotating the axes about $\mathbf B$. The rate becomes
\begin{equation}
\frac{d\,\delta n_\chi}{dt}=\chi\,\frac{e^2\,\mathbf E\cdot\mathbf B}{4\pi^2\hbar^2},\qquad |\mathbf E_\perp|<v|\mathbf B| .
\end{equation}
Beyond this bound the Gaussian is no longer normalizable, and this derivation does not apply.

Q: Real nodes are not isotropic. Does the rate survive unequal velocities?

A: Take $H=\sum_jv_j\sigma_j\Pi_j$, with $\mathbf B$ along the axis $z$ and $v_j$ of either sign. The commutator $[v_x\Pi_x,v_y\Pi_y]=-i\hbar eBv_xv_y$ is rescaled. For $v_xv_y>0$ the unpaired state has component down and energy $-\hbar v_zk_z$; for $v_xv_y<0$ it has component up and energy $+\hbar v_zk_z$. The slope thus has the sign of $-v_xv_yv_z$, and $\chi$ is the sign of $v_xv_yv_z$. The centres are still spaced by $2\pi\ell^2/L_y$, so $R$ is the same. What changes is the first level, now at $\sqrt{2\hbar eB|v_xv_y|}$.

Q: Now the source. Show me that another node must lose what this one gains.

A: On a lattice $k_z$ is periodic. Let $N(k_z)$ be the number of levels below $\mu$ at given $k_z$, per channel of the magnetic field. Passing a node of chirality $\chi$ towards larger $k_z$, the chiral level crosses $\mu$ downwards for $\chi=+1$ and upwards for $\chi=-1$, so $N$ changes by $\chi$. The levels $n\ge1$ enter and leave in pairs. After one full period $N$ must return to its first value, and therefore
\begin{equation}
\sum_{\text{nodes}}\chi=0 .
\end{equation}
The same function gives the pumping. Assign to a node the interval $k_a<k_z<k_b$ around it, with both ends away from the Fermi pockets. For $E>0$ the electrons drift to smaller $k_z$: they enter at $k_b$ and leave at $k_a$. The net gain per channel and length is
\begin{equation}
\frac{eE}{2\pi\hbar}\,[N(k_b)-N(k_a)]=\chi\,\frac{eE}{2\pi\hbar}.
\end{equation}
What leaves one interval enters the next, so
\begin{equation}
\sum_{\text{nodes}}\frac{d\,\delta n_\chi}{dt}=R\sum_{\text{nodes}}\chi=0 .
\end{equation}
The electrons that rise through $\mu$ at one node are supplied through the depth of the band by the other.

Q: I should like to see a band that does this.

A: In units of a hopping energy, and with lattice constant $a$, take
\begin{align}
H={}&\sigma_x\sin k_xa+t_y\sigma_y\sin k_ya\nonumber\\
&+\sigma_z(2-\cos k_xa-\cos k_ya-\cos k_za).
\end{align}
The bands touch at $k_x=k_y=0$, $k_za=\pm\pi/2$. The slopes along $x$, $y$, $z$ have there the signs of $1$, $t_y$ and $\pm1$, so the chiralities are opposite. For $t_y=1$ and $\ell\gg a$ the chiral state has component down and energy close to $\cos k_za$. This one branch descends through $\mu=0$ at $+\pi/2$, passes its minimum at the zone boundary and rises again at $-\pi/2$.

I diagonalized this lattice with one flux quantum $h/e$ through $q$ cells, on 60 values of $k_z$, for $a=1$ nm. The occupations were then moved by 4 grid points towards smaller $k_z$, and the electrons in each half of the zone were counted. The formula predicts a gain of magnitude
\begin{equation}
\frac{1}{qa^2}\,\frac{4}{60a},
\end{equation}
which is $2.222\times10^{-3}\,\mathrm{nm^{-3}}$ for $q=30$. The count for $\mu=0$, $t_y=1$ was $+2.222$ for $k_z>0$ and $-2.222$ for $k_z<0$, in units of $10^{-3}\,\mathrm{nm^{-3}}$. Reversing $B$, or taking $t_y=-0.7$, exchanged the signs. With $q=60$, $t_y=0.7$ and $\mu=0.45$, where a higher Landau level was partly filled, the gains were $\pm1.111$, as predicted for half the field.

Q: What if the two nodes lie at the same $k_z$, because $\mathbf B$ is perpendicular to the line joining them?

A: Then no interval of $k_z$ separates them, and the two opposite chiral levels cross. A coupling between them opens a gap. Suppose first that the Fermi level lies in this gap. If the sweep is slow, electrons that rise on one branch turn back down on the other, the states below the gap stay filled, and nothing is transferred; only a sweep fast enough to carry electrons across the gap restores the transfer. If the Fermi level lies well above or below the gap, both branches still cross it, and their edges still move at the rate $dk_z/dt=-eE/\hbar$. One branch then gains and the other loses as before, but an electron can be assigned to a node only by its branch, away from the gap.

Q: So far the imbalance grows in proportion to time. What limits it?

A: In a perfect lattice the band itself would. Since $k_z$ is periodic, and if no electrons pass between levels, the occupations return to their first values after a time $2\pi\hbar/(eEa)$, where $a$ is the lattice period along the field. For $a=1$ nm and $E=0.1$ V/cm this is $0.4\,\mu$s. Scattering between the nodes normally acts long before that. Describe it by one relaxation time $\tau$, which is a model and not a derivation:
\begin{equation}
\frac{d\,\delta n_\chi}{dt}=\chi R-\frac{\delta n_\chi}{\tau},\qquad
\delta n_\chi(t)=\chi R\tau\left(1-e^{-t/\tau}\right).
\end{equation}
The steady value is $\chi R\tau$. If the chiral level alone crosses $\mu$, it has $D=eB/(4\pi^2\hbar^2v)$ states per volume and energy, and the Fermi level of the node shifts by
\begin{equation}
\delta\mu_\chi=\frac{\chi R\tau}{D}=\chi veE\tau .
\end{equation}

Q: Put in numbers for a material.

A: I take one node pair with rough values in the regime of TaAs: $v=3\times10^5$ m/s, a Fermi level that lies 15 meV above the nodes with the magnetic field on, a separation of $0.8\,\mathrm{nm^{-1}}$ and $\tau=10$ ps. The fields are $B=9$ T and $E=0.1$ V/cm, both along the separation, at 2 K.

The magnetic length is 8.55 nm, and there are $eB/h=2.176\times10^{11}\,\mathrm{cm^{-2}}$ channels. The level $n=1$ starts at 32.7 meV, above the Fermi level. The 15 meV must not be confused with a value measured without the field: in an isolated pair of linear cones at fixed electron density, a Fermi level of 15 meV at zero field would sink to 4.2 meV at 9 T. Wave numbers move at $eE/\hbar=1.519\times10^{14}\,\mathrm{cm^{-1}s^{-1}}$. Hence
\begin{align}
R&=\frac{(2.176\times10^{11})(1.519\times10^{14})}{2\pi}\,\mathrm{cm^{-3}s^{-1}}\nonumber\\
&=5.26\times10^{24}\,\mathrm{cm^{-3}s^{-1}}=5.26\times10^{30}\,\mathrm{m^{-3}s^{-1}} .
\end{align}
The node with $\chi=+1$ receives charge at $-8.4\times10^5\,\mathrm{C\,cm^{-3}s^{-1}}$, and its partner at the opposite rate. In the steady state
\begin{equation}
R\tau=5.26\times10^{24}\times10^{-11}\,\mathrm{cm^{-3}}=5.3\times10^{13}\,\mathrm{cm^{-3}} .
\end{equation}
This is 0.2\% of the $2.6\times10^{16}\,\mathrm{cm^{-3}}$ that the linear chiral level holds between the node and the Fermi level. The shift $veE\tau$ is 0.030 meV, so the two Fermi levels differ by 0.060 meV. Relaxation across this difference releases heat at the rate $R\times0.060$ meV, about $50\,\mathrm{W\,cm^{-3}}$, and other currents in the crystal add to it. The temperature of 2 K therefore assumes a short pulse or very good cooling.

Q: At 15 meV, is the chiral level still a straight line?

A: Not closely. Let $k_0=0.4\,\mathrm{nm^{-1}}$ be half the separation, let the node with $\chi=+1$ lie on the side towards which $\mathbf B$ points, and join the nodes by the simplest curved branch with the right slopes,
\begin{equation}
\varepsilon=-\frac{\hbar v}{2k_0}(k_z^2-k_0^2),
\end{equation}
where $k_z$ is now measured from the midpoint. Its top lies at $\hbar vk_0/2=39.5$ meV. At the Fermi level $k_z=k_0\sqrt{1-15/39.5}$, and the speed is $vk_z/k_0=0.79\,v$. The splitting falls by the same factor; a numerical integration over the thermal occupations at 2 K gives 0.047 meV instead of 0.060 meV. This branch leaves out curvature across $\mathbf B$, which shifts the chiral level in the field. If that curvature has the same sign and strength as the one along $\mathbf B$, the top falls to 36.1 meV and the splitting to about 0.044 meV. With the same strength and the opposite sign, the top rises to 42.9 meV and the splitting is about 0.050 meV. The sign of the correction depends on the orientation of the pair. With both fields reversed the branch changes sign: it has its bottom at $-39.5$ meV, it meets the Fermi level outside the nodes with the speed $v\sqrt{1+15/39.5}=1.17\,v$, and the splitting rises to 0.070 meV, or to 0.068 and 0.073 meV for the two signs of the curvature across $\mathbf B$. The rate $R$ is unchanged, since it depends on the number of crossings and not on their slope.

Other effects can be sized as well. The thermal energy is 0.17 meV, and the occupation of the level $n=1$ at its minimum is about $3\times10^{-45}$ for sharp levels without curvature across $\mathbf B$. That curvature moves the minimum to 29.3 or 36.0 meV and the occupation to about $10^{-36}$ or $10^{-53}$, which is negligible in every case. The mixing amplitude $E/(8vB)$ is $5\times10^{-7}$. If the electric field were turned across $\mathbf B$, $\beta$ would be $4\times10^{-6}$. During $\tau$ the wave numbers move by $1.5\times10^{-4}\,\mathrm{nm^{-1}}$, which is 0.04\% of $k_0$. A scattering time of 0.4 ps within a node, another rough value, broadens the levels by $\hbar/(0.4\,\mathrm{ps})=1.6$ meV. That is small against the 17.7 meV from the Fermi level to the level $n=1$, but much larger than the splitting. The splitting is therefore a difference of average filling, not a resolved shift of a sharp edge. If the broadening is Lorentzian with this full width at half maximum, the tails of the levels $n\ge1$ also hold some states at the Fermi level, about 6\% of those of the linear chiral level for the upper level $n=1$ alone. They lower the splitting, but by how much is not fixed by this model, because the sum of the tails grows with the energy up to which levels are kept. With linear cones the reduction is 14\% if only the states within 100 meV of the node energy are kept, and 36\% if the limit is 300 meV.

Q: How much of this would you claim for TaAs itself?

A: The pumping rate per node, given the local fields and a way to assign electrons to that node. TaAs has 24 nodes rather than two, in two groups at different energies, with anisotropic and tilted cones. Its mirror planes restrict the assignment. For $\mathbf B$ along [100], [110] or [001], every node has a mirror partner of opposite chirality at the same wave number along $\mathbf B$. No interval of that wave number then isolates one node, and electrons can be assigned only by branch, with the Fermi level outside any gap between the two branches. For $\mathbf B$ along a pair separation, time reversal supplies pairs of both orientations in equal number, so curvature lowers the splitting in some pairs and raises it in others. A tilt leaves the rate unchanged as long as it moves no level across the Fermi level at the ends $k_a$ and $k_b$ of the node's interval, because the rate depends only on $N$ at these ends. The least certain input is $\tau$: the imbalance and the splitting are proportional to it, so a tenfold change in $\tau$ changes both tenfold. Anisotropy matters for the level scheme. If $|v_xv_y|$ is below $(15/32.7)^2=0.21$ of the value $v^2$ used here, the level $n=1$ drops under the Fermi level; the rate stays, but the same imbalance is spread over more states and the splitting shrinks. A current that flows unevenly through the sample changes the local $\mathbf E$, and the local rate changes in proportion to its component along $\mathbf B$.

All numerical values are calculated from the stated model.
